# Fisher–Lee transmission and current conservation in an atomic-scale filament: a program that tests the result

```python
# RESULT UNDER TEST
# Transmission of a filament between two electrodes L and R:
#   T(E) = Tr[Gamma_R G Gamma_L G^dagger],
#   G = (E - H - Sigma_L - Sigma_R)^-1   (retarded Green function),
#   Gamma = i (Sigma - Sigma^dagger)     (electrode broadening),
#   I = (2e/h) * integral of T (f_L - f_R) dE,
# and equality of inflow, outflow and the current through every layer.
# H: filament Hamiltonian; f_L, f_R: Fermi functions of the electrodes.
# Energies are in eV. Each layer holds two orbitals (two strands).
# Electrodes are semi-infinite two-strand ladders with Bloch factor exp(ik).
import numpy as np
from scipy import constants as sc
from scipy.special import expit

e, h, hbar = sc.e, sc.h, sc.hbar
G0 = 2 * e**2 / h * 1e6              # conductance quantum, microsiemens
hbar_fs = hbar / e * 1e15            # hbar in eV fs
kB = sc.k / e                        # eV/K

# Round model parameters, rough regime of an oxygen-deficient HfO2 filament
n_layers, spacing = 5, 0.3           # spacing in nm
site_energy, hop, rung = 0.1, 0.8, 0.4
refill_shift = 3.0                   # rise of the site refilled by oxygen
lead_hop, lead_rung, contact_hop = 2.0, 0.5, 1.2
bias, temperature = 0.1, 300.0       # V, K

lead_layer = np.array([[0.0, -lead_rung], [-lead_rung, 0.0]])
mode_energy, mode_vec = np.linalg.eigh(lead_layer)


def bloch_factors(E, shift=0.0):
    """exp(ik) of outgoing or decaying waves, E = mode - 2 lead_hop cos k."""
    out = []
    for em in mode_energy + shift:
        x = (em - E) / (2 * lead_hop)
        if abs(x) <= 1:
            out.append(x + 1j * np.sqrt(1 - x * x))
        else:
            out.append(x - np.sign(x) * np.sqrt(x * x - 1) + 0j)
    return np.array(out)


def self_energy(E, tc, shift=0.0):
    surface = -bloch_factors(E, shift) / lead_hop
    return tc**2 * (mode_vec * surface) @ mode_vec.T


def green(E, H, tcL=contact_hop, tcR=contact_hop, shL=0.0, shR=0.0):
    n = len(H)
    SL = np.zeros((n, n), complex)
    SR = np.zeros((n, n), complex)
    SL[:2, :2] = self_energy(E, tcL, shL)
    SR[-2:, -2:] = self_energy(E, tcR, shR)
    G = np.linalg.inv(E * np.eye(n) - H - SL - SR)
    return G, 1j * (SL - SL.conj().T), 1j * (SR - SR.conj().T), SL


def trace_T(G, g_in, g_out):
    return np.trace(g_out @ G @ g_in @ G.conj().T).real


def wave_matching(E, H, tcL, tcR):
    """Solve the Schroedinger equation with incoming and outgoing waves."""
    n, U, lam = len(H), mode_vec, bloch_factors(E)
    M = np.zeros((n + 4, n + 4), complex)
    B = np.zeros((n + 4, 2), complex)
    r, s = slice(n, n + 2), slice(n + 2, n + 4)
    lead = E * np.eye(2) - lead_layer
    M[:n, :n] = E * np.eye(n) - H
    M[:2, r] = tcL * U
    M[n - 2:n, s] = tcR * U
    M[r, :2] = tcL * np.eye(2)
    M[r, r] = lead @ U + lead_hop * U * lam
    M[s, n - 2:n] = tcR * np.eye(2)
    M[s, s] = lead @ U + lead_hop * U * lam
    B[:2] = -tcL * U
    B[r] = -(lead @ U + lead_hop * U / lam)
    X = np.linalg.solve(M, B)
    is_open = np.where(lam.imag > 1e-9)[0]
    v = 2 * lead_hop * lam.imag[is_open]
    flux = np.sqrt(v[:, None] / v[None, :])
    pick = np.ix_(is_open, is_open)
    return X[r][pick] * flux, X[s][pick] * flux, is_open, lam


# ---- Test: amplitudes against wave matching, time reversal broken
rng = np.random.default_rng(7)
raw = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
H_rand = 0.25 * (raw + raw.conj().T)
tcL, tcR = 1.1, 1.6
match_error, open_counts = 0.0, []
for E in (-0.7, 0.3, 3.8):
    r, t, op, lam = wave_matching(E, H_rand, tcL, tcR)
    G, gL, gR, _ = green(E, H_rand, tcL, tcR)
    root = np.sqrt(2 * lam.imag[op] / lead_hop)
    wL, wR = tcL * mode_vec[:, op] * root, tcR * mode_vec[:, op] * root
    phase = np.outer(lam[op], lam[op])
    t_green = phase * (1j * wR.T @ G[-2:, :2] @ wL)
    r_green = phase * (-np.eye(len(op)) + 1j * wL.T @ G[:2, :2] @ wL)
    T_match = np.sum(abs(t)**2)
    errors = [np.max(abs(t - t_green)), np.max(abs(r - r_green)),
              abs(T_match - trace_T(G, gL, gR)),
              abs(T_match + np.sum(abs(r)**2) - len(op)),
              abs(trace_T(G, gL, gR) - trace_T(G, gR, gL))]
    match_error = max(match_error, *errors)
    open_counts.append(len(op))
assert match_error < 1e-9
assert open_counts == [2, 2, 1]

# ---- Test: broadening equals hbar * velocity / spacing at equal hopping
k, dk, em = 1.2, 1e-5, mode_energy[0]
band = lambda q: em - 2 * lead_hop * np.cos(q)
S = self_energy(band(k), lead_hop)
gamma_mode = (mode_vec[:, 0] @ (1j * (S - S.conj().T)) @ mode_vec[:, 0]).real
assert abs(gamma_mode - (band(k + dk) - band(k - dk)) / (2 * dk)) < 1e-7

# ---- Test: absorption inside the filament, and the lost symmetry
eta = 0.02
H_abs = H_rand - 1j * eta * np.eye(8)
r, t, op, _ = wave_matching(0.3, H_abs, tcL, tcR)
G, gL, gR, _ = green(0.3, H_abs, tcL, tcR)
missing = len(op) - np.sum(abs(r)**2) - np.sum(abs(t)**2)
assert abs(missing - 2 * eta * np.trace(G @ gL @ G.conj().T).real) < 1e-9
assert missing > 1e-4
H_third = H_rand.copy()
H_third[3, 3] -= 0.5j
G, gL, gR, _ = green(0.3, H_third, tcL, tcR)
asymmetry = abs(trace_T(G, gL, gR) - trace_T(G, gR, gL))
assert asymmetry > 1e-5

# ---- Example filament
n_orb = 2 * n_layers
H = site_energy * np.eye(n_orb)
for j in range(n_layers):
    H[2*j, 2*j+1] = H[2*j+1, 2*j] = -rung
    if j < n_layers - 1:
        for row in (0, 1):
            H[2*j+row, 2*j+2+row] = H[2*j+2+row, 2*j+row] = -hop
refilled = 2 * (n_layers // 2) + 1
H[refilled, refilled] += refill_shift

G, gL, gR, SL = green(0.0, H)
T_F = trace_T(G, gL, gR)
r, t, op, _ = wave_matching(0.0, H, contact_hop, contact_hop)
R_F = np.sum(abs(r)**2)
channels = np.sort(np.linalg.svd(t, compute_uv=False)**2)[::-1]
assert abs(T_F - channels.sum()) < 1e-9
assert abs(T_F + R_F - 2) < 1e-9
dwell = hbar_fs * np.trace(G @ gL @ G.conj().T).real / 2
eta_small = 1e-3
Ge, _, _, _ = green(0.0, H - 1j * eta_small * np.eye(n_orb))
eta_loss = 2 * eta_small * np.trace(Ge @ gL @ Ge.conj().T).real


# ---- Test: right self-energy left out of G but kept in the trace
def one_sided(E):
    _, gl, gr, sl = green(E, H)
    g1 = np.linalg.inv(E * np.eye(n_orb) - H - sl)
    spectral = 1j * (g1 - g1.conj().T)
    net_in = np.trace(gl @ (spectral - g1 @ gl @ g1.conj().T)).real
    return net_in, trace_T(g1, gl, gr)


bad_in, bad_out = one_sided(0.0)
bad_max = max(one_sided(E)[1] for E in np.linspace(-2, 2, 801))
assert abs(bad_in) < 1e-9 and bad_out > 1e-3 and bad_max > 2

# ---- Finite-bias currents from the occupied-state function
grid = np.linspace(-0.8, 0.8, 401)
dE = grid[1] - grid[0]


def layer_current(Hm, D, j):
    a, b = slice(2*j, 2*j+2), slice(2*j+2, 2*j+4)
    return 2 * np.trace(Hm[b, a] @ D[a, b]).imag


def currents(Hm, T, shL=0.0, shR=0.0):
    inflow = outflow = 0.0
    cuts, extra = np.zeros(n_layers - 1), np.zeros(n_orb)
    for E in grid:
        g, gl, gr, _ = green(E, Hm, shL=shL, shR=shR)
        fL = expit(-(E - bias / 2) / (kB * T))
        fR = expit(-(E + bias / 2) / (kB * T))
        f0 = expit(-E / (kB * T))
        fromL, fromR = g @ gl @ g.conj().T, g @ gr @ g.conj().T
        D, A = fL * fromL + fR * fromR, 1j * (g - g.conj().T)
        inflow += np.trace(gl @ (fL * A - D)).real * dE
        outflow += np.trace(gr @ (D - fR * A)).real * dE
        cuts += [layer_current(Hm, D, j) * dE for j in range(n_layers - 1)]
        extra += np.diag((fL-f0) * fromL + (fR-f0) * fromR).real * dE / np.pi
    return G0 * inflow, G0 * outflow, G0 * cuts, extra


I_in, I_out, I_cuts, extra = currents(H, temperature)
assert abs(I_in - I_out) < 1e-8 * abs(I_in)
assert np.max(abs(I_cuts - I_in)) < 1e-8 * abs(I_in)

# ---- Test: time evolution with long finite electrodes, joined at time zero
n_lead = 400
H_lead = np.kron(np.eye(n_lead), lead_layer)
H_lead -= lead_hop * np.kron(np.eye(n_lead, k=1) + np.eye(n_lead, k=-1),
                             np.eye(2))
eq, phi = np.linalg.eigh(H_lead)
# injection sum: coupling-weighted level density, Gaussian-broadened
width = 0.1
delta = np.exp(-eq**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
edge = contact_hop * phi[-2:, :]
gamma_sum = 2 * np.pi * (edge * delta) @ edge.T
gamma_error = np.max(abs(gamma_sum - gL[:2, :2])) / np.max(abs(gL))
assert gamma_error < 0.01            # finite broadening and finite length

m = 2 * n_lead
n_all = 2 * m + n_orb
H_all, rho = np.zeros((n_all, n_all)), np.zeros((n_all, n_all))
H_all[:m, :m] = H_all[m+n_orb:, m+n_orb:] = H_lead
H_all[m:m+n_orb, m:m+n_orb] = H
for row in (0, 1):
    for a, b in ((m-2+row, m+row), (m+n_orb-2+row, m+n_orb+row)):
        H_all[a, b] = H_all[b, a] = -contact_hop
occL = expit(-(eq - bias / 2) / (kB * temperature))
occR = expit(-(eq + bias / 2) / (kB * temperature))
rho[:m, :m] = (phi * occL) @ phi.T
rho[m+n_orb:, m+n_orb:] = (phi * occR) @ phi.T
ev, V = np.linalg.eigh(H_all)
times = np.linspace(80, 120, 41)     # in hbar/eV, before the end echo
I_time = []
for first in (m - 2, m + n_orb - 2):     # left and right contact bonds
    rows = slice(first, first + 4)
    samples = []
    for tau in times:
        U = (V[rows] * np.exp(-1j * ev * tau)) @ V.T
        D = U @ rho @ U.conj().T
        samples.append(2 * np.trace(H_all[first+2:first+4, first:first+2]
                                    @ D[:2, 2:]).imag)
    I_time.append(2 * e**2 / hbar * 1e6 * np.mean(samples))
# finite observation time leaves small decaying transients
assert max(abs(x / I_in - 1) for x in I_time) < 0.01

# ---- Size of neglected effects (rough inputs)
pct = lambda new, old: 100 * (new / old - 1)
ramp = bias / 2 * (1 - 2 * np.arange(1, n_layers + 1) / (n_layers + 1))
I_ramp = currents(H + np.diag(np.repeat(ramp, 2)), temperature,
                  bias / 2, -bias / 2)[0]
eps_r = 20.0
U_charge = e / (4 * np.pi * sc.epsilon_0 * eps_r * spacing * 1e-9)
I_charge = currents(H + np.diag(U_charge * extra), temperature)[0]
shifted = []
for d in (-0.3, 0.3):
    g, gl, gr, _ = green(0.0, H + d * np.eye(n_orb))
    shifted.append(trace_T(g, gl, gr))

# dephasing: one floating probe on each orbital
probe = 0.02
g, gl, gr, _ = green(0.0, H - 0.5j * probe * np.eye(n_orb))
P = probe**2 * abs(g)**2
np.fill_diagonal(P, 0.0)
pL = probe * np.diag(g @ gl @ g.conj().T).real
pR = probe * np.diag(g @ gr @ g.conj().T).real
filling = np.linalg.solve(np.diag(P.sum(1) + pL + pR) - P, pL)
direct = trace_T(g, gl, gr)
T_probe = direct + pR @ filling
T_probe_in = direct + pL @ (1 - filling)
assert abs(T_probe - T_probe_in) < 1e-9

kappa_th, radius = 1.0, 1.0          # W/(m K), nm
power = I_in * bias                  # microwatt
heating = 0.5 * power * 1e-6 / (2 * np.pi * kappa_th * radius * 1e-9)
I_hot = currents(H, temperature + heating)[0]
resistivity = 200.0                  # microohm cm
R_series = 2 * resistivity * 1e-8 / (2 * np.pi * radius * 1e-9)
R_filament = bias / (I_in * 1e-6)
barrier, mass, area = 2.0, 0.15, 9.0     # eV, electron masses, nm^2
length = (n_layers + 1) * spacing
decay = np.sqrt(2 * mass * sc.m_e * barrier * e) / hbar * 1e-9
G_oxide = (G0 * area / (2 * np.pi) * np.exp(-2 * decay * length)
           * (decay / (2 * length) + 1 / (4 * length**2)))

print(f"Layers {n_layers}, strands 2, spacing {spacing} nm")
print(f"Site energy, hopping, rung: {site_energy}, {hop}, {rung} eV")
print(f"Rise of refilled site: {refill_shift} eV")
print(f"Electrode hopping, rung: {lead_hop}, {lead_rung} eV")
print(f"Contact hopping: {contact_hop} eV; Fermi energy: 0 eV")
print(f"Read voltage {bias} V, temperature {temperature:.0f} K")
print(f"Wave matching, largest deviation: {match_error:.1e}")
print(f"Open modes at the three test energies: {open_counts}")
print(f"T_LR-T_RL with third absorber (size): {asymmetry:.4f}")
print(f"Injection sum, relative deviation: {gamma_error:.1e}")
print(f"Contact broadening, diagonal: {gL[0, 0].real:.4f} eV")
print(f"Transmission at Fermi energy: {T_F:.4f}")
print(f"Reflection at Fermi energy: {R_F:.4f}")
print(f"Eigenchannels: {channels[0]:.4f}, {channels[1]:.4f}")
print(f"Conductance quantum: {G0:.3f} uS")
print(f"Zero-temperature linear conductance: {G0*T_F:.3f} uS")
print(f"Current from left electrode: {I_in:.4f} uA")
print(f"Current into right electrode: {I_out:.4f} uA")
print("Layer-cut currents:", " ".join(f"{x:.4f}" for x in I_cuts), "uA")
print(f"Time evolution, left contact: {I_time[0]:.4f} uA")
print(f"Time evolution, right contact: {I_time[1]:.4f} uA")
print(f"Averaging window: {times[0]*hbar_fs:.1f} to "
      f"{times[-1]*hbar_fs:.1f} fs")
print(f"Conductance I/V at 300 K: {I_in/bias:.3f} uS")
print(f"Resistance V/I at 300 K: {R_filament/1e3:.3f} kohm")
print(f"Mean dwell time per incoming mode: {dwell:.3f} fs")
print(f"Lost flux for eta = {eta_small} eV: {eta_loss:.5f}")
print(f"Sigma_R omitted: net inflow {abs(bad_in):.1e}")
print(f"Sigma_R omitted: false outflow {bad_out:.4f}")
print(f"Sigma_R omitted: largest false T, -2 to 2 eV: {bad_max:.3f}")
print(f"Linear voltage drop: current change {pct(I_ramp, I_in):.3f} %")
print(f"Charging energy (eps_r {eps_r:.0f}): {U_charge:.3f} eV")
print(f"Largest bias-induced site charge: {np.max(abs(extra)):.5f} e")
print(f"Charging: current change {pct(I_charge, I_in):.3f} %")
print(f"T with all sites shifted -0.3, +0.3 eV: "
      f"{shifted[0]:.4f}, {shifted[1]:.4f}")
print(f"Probe broadening {probe} eV: effective T {T_probe:.4f}")
print(f"Same, coherent part alone: {direct:.4f}")
print(f"Dephasing: transmission change {pct(T_probe, T_F):.3f} %")
print(f"Joule power: {power:.4f} uW")
print(f"Heat conductivity {kappa_th} W/(m K), radius {radius} nm")
print(f"Electrode heating: {heating:.1f} K")
print(f"Heating: current change {pct(I_hot, I_in):.3f} %")
print(f"Electrode resistivity: {resistivity:.0f} uohm cm")
print(f"Series resistance: {R_series:.0f} ohm, "
      f"{100*R_series/R_filament:.2f} % of filament")
print(f"Oxide barrier {barrier} eV, mass {mass} m_e, area {area} nm2")
print(f"Oxide tunnel length: {length:.2f} nm")
print(f"Oxide tunnel conductance: {G_oxide:.2e} uS")
print(f"Oxide share of conductance: {100*G_oxide*bias/I_in:.2e} %")
print("OK")
```

Printed output:

```
Layers 5, strands 2, spacing 0.3 nm
Site energy, hopping, rung: 0.1, 0.8, 0.4 eV
Rise of refilled site: 3.0 eV
Electrode hopping, rung: 2.0, 0.5 eV
Contact hopping: 1.2 eV; Fermi energy: 0 eV
Read voltage 0.1 V, temperature 300 K
Wave matching, largest deviation: 1.1e-15
Open modes at the three test energies: [2, 2, 1]
T_LR-T_RL with third absorber (size): 0.0080
Injection sum, relative deviation: 3.2e-04
Contact broadening, diagonal: 1.4287 eV
Transmission at Fermi energy: 1.2420
Reflection at Fermi energy: 0.7580
Eigenchannels: 0.9999, 0.2421
Conductance quantum: 77.481 uS
Zero-temperature linear conductance: 96.233 uS
Current from left electrode: 9.6193 uA
Current into right electrode: 9.6193 uA
Layer-cut currents: 9.6193 9.6193 9.6193 9.6193 uA
Time evolution, left contact: 9.6191 uA
Time evolution, right contact: 9.6196 uA
Averaging window: 52.7 to 79.0 fs
Conductance I/V at 300 K: 96.193 uS
Resistance V/I at 300 K: 10.396 kohm
Mean dwell time per incoming mode: 2.201 fs
Lost flux for eta = 0.001 eV: 0.01333
Sigma_R omitted: net inflow 4.0e-16
Sigma_R omitted: false outflow 6.3643
Sigma_R omitted: largest false T, -2 to 2 eV: 17.145
Linear voltage drop: current change 0.005 %
Charging energy (eps_r 20): 0.240 eV
Largest bias-induced site charge: 0.03331 e
Charging: current change -0.006 %
T with all sites shifted -0.3, +0.3 eV: 1.2308, 1.2042
Probe broadening 0.02 eV: effective T 1.2074
Same, coherent part alone: 1.1618
Dephasing: transmission change -2.792 %
Joule power: 0.9619 uW
Heat conductivity 1.0 W/(m K), radius 1.0 nm
Electrode heating: 76.5 K
Heating: current change -0.020 %
Electrode resistivity: 200 uohm cm
Series resistance: 637 ohm, 6.12 % of filament
Oxide barrier 2.0 eV, mass 0.15 m_e, area 9.0 nm2
Oxide tunnel length: 1.80 nm
Oxide tunnel conductance: 3.90e-03 uS
Oxide share of conductance: 4.05e-03 %
OK
```
